# The high-energy photoionization law of a hydrogenic nl state, part 1

(Sections cited here and not found follow in the second part.)

## First half: the dipole integral in closed form

### A slope that is too small

Light of wavelength 13.5 nm carries photons of 91.84 eV. For a one-electron model with nuclear charge 1 this is 6.75 times the binding energy of the 1s state, 13.606 eV. The high-energy law for an s state says that the photoionization cross section falls as the photon energy to the power $-3.5$. Yet at 91.84 eV the local power, the slope of the cross section on a double logarithmic plot, is $-3.08$. At 10 keV it is $-3.44$, still short of the limit. At 91.84 eV the pure power law, with its correct coefficient, gives 2.7 times the full dipole cross section.

The law and its slow approach come out of one calculation. Hartree atomic units are used, so that $\hbar=m_e=e=1$ and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. Let $\omega$ be the photon energy and $Z$ the nuclear charge, and define

$$\lambda=\frac Zn,\qquad k=\sqrt{2\omega-\lambda^2},\qquad \eta=\frac Zk .$$

The bound state has energy $-\lambda^2/2$, so energy conservation makes $k$ the momentum of the photoelectron. At fixed $n$, $l$ and $Z$ the result is

$$\sigma_{nl}=C_{nl}\,\omega^{-(l+7/2)}\,S(\eta)\left[1+O(k^{-2})\right],\qquad S(\eta)=\frac{2\pi\eta}{e^{2\pi\eta}-1}. \tag{1}$$

Since $S\to1$ as $k\to\infty$, the limiting exponent is $-(l+7/2)$. The model has one spinless, nonrelativistic electron and a fixed point nucleus. The light is weak and its wavelength is long compared with the region that matters (the dipole approximation).

### From the transition rate to the cross section

Let the electric field be $F_0\cos\omega t$ along $z$. The electron has charge $-1$, so its interaction energy is $+F_0z\cos\omega t$. The part of the cosine that absorbs a photon has amplitude $F_0/2$. With final states $f$ normalized per unit energy, the golden rule gives the rate

$$W=2\pi\left|\tfrac12F_0\langle f|z|i\rangle\right|^2=\tfrac{\pi}{2}F_0^2\,|\langle f|z|i\rangle|^2 .$$

The mean intensity in these units is $cF_0^2/(8\pi)$, and the photon flux is this intensity divided by $\omega$. The cross section is the rate divided by the flux:

$$\sigma=\frac{\pi}{2}F_0^2|\langle f|z|i\rangle|^2\,\frac{8\pi\omega}{cF_0^2}=4\pi^2\alpha\,\omega\,|\langle f|z|i\rangle|^2 . \tag{2}$$

Several final states at the same energy add their cross sections.

The prefactor can be checked on the total area under the absorption spectrum. From $[z,[H,z]]=1$, taken in the initial state and expanded over all final states, one finds $\sum_f2\omega_{fi}|\langle f|z|i\rangle|^2=1$, where the sum includes the continuum. Equation (2) then gives the total area $2\pi^2\alpha$. A classical electron on a spring of frequency $\omega_0$ with damping $\gamma$ has the absorption cross section

$$\sigma_{\rm cl}=\frac{4\pi\alpha\,\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2},$$

which is its mean absorbed power, $\tfrac12\gamma\omega^2$ times the squared amplitude of its motion, divided by the intensity. Its area is also $2\pi^2\alpha$. For the 1s state with $Z=1$, the lines and the continuum were summed numerically and compared with a classical oscillator of $\omega_0=1$ and $\gamma=0.5$. The ratio of the areas is 1.00005.

### The average over directions

Write the states as $\psi=r^{-1}P(r)Y_{lm}$, with $\int P_{nl}^2\,dr=1$ for the bound state. Since $z=r\cos\theta$, the angular part follows from the recurrence relation

$$\cos\theta\,Y_{lm}=a_{l+1,m}Y_{l+1,m}+a_{l,m}Y_{l-1,m},\qquad a_{l,m}^2=\frac{l^2-m^2}{4l^2-1}.$$

The final orbital quantum number $l'$ is therefore $l+1$ or $l-1$, the latter for $l\ge1$. Let all $2l+1$ values of $m$ be equally populated. With $\sum_m m^2=l(l+1)(2l+1)/3$, the sums are

$$\sum_m a_{l+1,m}^2=\frac{(l+1)^2-\frac13l(l+1)}{2l+3}=\frac{l+1}{3},$$

$$\sum_m a_{l,m}^2=\frac{l^2-\frac13l(l+1)}{2l-1}=\frac l3 .$$

The factor $2l+1$ from the sum over $m$ has cancelled one factor of the denominator in each line. Dividing by the number of $m$ values gives

$$\sigma_{nl}=\frac{4\pi^2\alpha\,\omega}{3(2l+1)}\left[(l+1)D_+^2+l\,D_-^2\right],\qquad D_\pm=\int_0^\infty P_{k,l\pm1}\,r\,P_{nl}\,dr . \tag{3}$$

There is no interference between the two channels, because their angular functions are orthogonal and all directions of emission are summed.

### The bound state near the nucleus

The bound radial function obeys

$$P''+\left[-\lambda^2+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]P=0 .$$

Put $P=A\,r^{l+1}e^{-\lambda r}v(r)$ with $v(0)=1$. Differentiation gives

$$v''+2\left[\frac{l+1}{r}-\lambda\right]v'+\frac{2Z-2\lambda(l+1)}{r}\,v=0. \tag{4}$$

Insert $v=\sum_jc_jr^j$ and collect the power $r^{j-1}$. The first two terms with $c_{j+1}$ give $(j+1)j+2(l+1)(j+1)=(j+1)(j+2l+2)$, and hence

$$c_{j+1}=\frac{2[\lambda(j+l+1)-Z]}{(j+1)(j+2l+2)}\,c_j,\qquad c_0=1,\qquad c_1=\lambda-\frac{Z}{l+1}. \tag{5}$$

With $\lambda=Z/n$ the series ends at $j=n-l-1$, as a normalizable state requires. Multiplying by $e^{-\lambda r}=1-\lambda r+\dots$ removes $\lambda$ from the first correction:

$$P_{nl}=A\,r^{l+1}\left[1-\frac{Zr}{l+1}+\dots\right]. \tag{6}$$

This is the cusp condition. The slope of the bracket at the nucleus is set by $Z$ and $l$, and not by the binding energy.

The constant $A$ follows from the normalization. With $x=2\lambda r$ and $p=n-l-1$, equation (4) becomes $xv''+(2l+2-x)v'+pv=0$, the equation of the Laguerre polynomial $L_p^{(2l+1)}(x)$. Thus $P=B\,x^{l+1}e^{-x/2}L_p^{(2l+1)}(x)$ with a constant $B$. The orthogonality of these polynomials, and the diagonal coefficient $2p+2l+2=2n$ in the recurrence for $xL_p^{(2l+1)}$, give

$$1=\int_0^\infty P^2dr=\frac{B^2}{2\lambda}\,2n\,\frac{(n+l)!}{(n-l-1)!}.$$

At the origin $L_p^{(2l+1)}(0)=(n+l)!/[(n-l-1)!(2l+1)!]$, and $A=B(2\lambda)^{l+1}L_p^{(2l+1)}(0)$. Therefore

$$A=\frac{(2Z/n)^{l+3/2}}{(2l+1)!}\sqrt{\frac{(n+l)!}{2n\,(n-l-1)!}} . \tag{7}$$

For 1s this is $A=2Z^{3/2}$, as it should be.

### The outgoing electron

Let $\phi$ be the regular solution at energy $k^2/2$ with $\phi\to r^{l'+1}$ at the nucleus:

$$\phi''+\left[k^2+\frac{2Z}{r}-\frac{l'(l'+1)}{r^2}\right]\phi=0 .$$

This is the bound equation with $\lambda$ replaced by $ik$. The same substitution, now with $x=2ikr$, leads to Kummer's equation $xv''+(b-x)v'-av=0$, so that

$$\phi=r^{l'+1}e^{-ikr}F(a,b,2ikr),\qquad a=l'+1+i\eta,\quad b=2l'+2, \tag{8}$$

where $F(a,b,x)=\sum_q\frac{(a)_q}{(b)_q}\frac{x^q}{q!}$ and $(a)_q=a(a+1)\cdots(a+q-1)$. The sign of $i\eta$ comes from $Z/(ik)=-i\eta$. The function $\phi$ is real, since its equation and its behaviour at the origin are real.

For the normalization we need the amplitude of $\phi$ far out. Use the integral

$$F(a,b,x)=\frac{\Gamma(b)}{\Gamma(a)\Gamma(b-a)}\int_0^1e^{xt}t^{a-1}(1-t)^{b-a-1}dt .$$

For large imaginary $x$ the rapid oscillation leaves the contributions of the two end points. Near $t=1$ set $t=1-s$. The integral over $s$ gives $e^x\Gamma(b-a)x^{-(b-a)}$, so this end contributes $e^x x^{a-b}\Gamma(b)/\Gamma(a)$ to $F$. Here $a-b=-(l'+1)+i\eta$, and

$$\left|(2ikr)^{a-b}\right|=(2kr)^{-(l'+1)}e^{-\pi\eta/2},$$

because $i=e^{i\pi/2}$. The other end contributes the complex conjugate to $\phi$, since $\phi$ is real. Their sum oscillates with the amplitude

$$\frac{2\,(2l'+1)!\,e^{-\pi\eta/2}}{(2k)^{l'+1}\,|\Gamma(l'+1+i\eta)|}.$$

A wave $\sqrt{2/\pi}\,\sin(kr+\dots)$ is normalized to a delta function in $k$. The step from $k$ to the energy $k^2/2$ multiplies it by $k^{-1/2}$. So $P_{kl'}=N\phi$ must have the amplitude $\sqrt{2/(\pi k)}$. This gives

$$N^2=\frac{2}{\pi k}\,k^{2l'+2}\left[\frac{2^{l'}}{(2l'+1)!}\right]^2e^{\pi\eta}\,|\Gamma(l'+1+i\eta)|^2 .$$

The gamma function is reduced by $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ and by its recurrence:

$$e^{\pi\eta}|\Gamma(l'+1+i\eta)|^2=\frac{2\pi\eta}{1-e^{-2\pi\eta}}\prod_{s=1}^{l'}(s^2+\eta^2). \tag{9}$$

For $l'=0$ the product is 1. The first factor exceeds 1: attraction raises the density of the outgoing wave at the nucleus.

### One integral and its derivatives

Define, with $\lambda$ for the moment a free positive variable while $Z$ in $\phi$ is held fixed,

$$J_m=\int_0^\infty e^{-\lambda r}r^{l'+m}\phi(r)\,dr . \tag{10}$$

Insert (8) into $J_0$, set $s=\lambda+ik$, and integrate the series term by term. Each term has the integral $\int_0^\infty r^{b-1+q}e^{-sr}dr=(b-1)!\,(b)_q\,s^{-b-q}$. The factor $(b)_q$ cancels, and the binomial series remains:

$$J_0=(b-1)!\,s^{-b}\sum_q\frac{(a)_q}{q!}\left(\frac{2ik}{s}\right)^q=(b-1)!\,s^{-b}\left(1-\frac{2ik}{s}\right)^{-a}.$$

The series converges for $\lambda>\sqrt3\,k$. Both sides of the equation are analytic for $\lambda>0$, so the result holds there too. Since $s-2ik=\lambda-ik$,

$$J_0=(2l'+1)!\,(\lambda+ik)^{a-b}(\lambda-ik)^{-a}=\frac{(2l'+1)!}{(\lambda^2+k^2)^{l'+1}}\;e^{-2\eta\theta},\qquad\theta=\arctan\frac k\lambda . \tag{11}$$

The exponential is $[(\lambda+ik)/(\lambda-ik)]^{i\eta}=(e^{2i\theta})^{i\eta}$, with the phase that vanishes for large $\lambda$.

Every derivative in $\lambda$ brings down a factor $-r$, so $J_m=(-1)^m\,d^mJ_0/d\lambda^m$. From (11), with $d\theta/d\lambda=-k/(\lambda^2+k^2)$ and $\eta k=Z$,

$$(\lambda^2+k^2)\frac{dJ_0}{d\lambda}=[2Z-2(l'+1)\lambda]J_0 .$$

Differentiate this $m$ times by the product rule. The left side gives the extra terms $2m\lambda J_0^{(m)}$ and $m(m-1)J_0^{(m-1)}$, and the right side gives $-2(l'+1)mJ_0^{(m-1)}$. After collecting terms and restoring the signs $(-1)^m$,

$$(\lambda^2+k^2)J_{m+1}=[2(l'+1+m)\lambda-2Z]J_m-m(m+2l'+1)J_{m-1}. \tag{12}$$

Now set $\lambda=Z/n$ again. The dipole integral contains $r\,P_{nl}=A\,e^{-\lambda r}\sum_jc_jr^{l+2+j}$, and therefore

$$D_+=NA\sum_jc_jJ_{1+j},\qquad D_-=NA\sum_jc_jJ_{3+j}. \tag{13}$$

The first index is $l+2-l'$, which is 1 for $l'=l+1$ and 3 for $l'=l-1$. Nothing has yet been approximated within the model.

These sums were compared with integrals over a numerically integrated continuum wave, normalized by its outer amplitude. The cases were 1s, 2s, 2p and 3d with $Z=1$ at 91.84 and 1000 eV, and 2p with $Z=2$ at $\omega=20$ hartree. The largest relative difference was $1.2\times10^{-6}$.

## Second half: the power law, its correction and its range

### What is carried over

The photon energy is $\omega$, and $\lambda=Z/n$, $k=\sqrt{2\omega-\lambda^2}$, $\eta=Z/k$. Near the nucleus $P_{nl}\to A\,r^{l+1}$. The polynomial in $P_{nl}$ has $c_0=1$ and $c_1=\lambda-Z/(l+1)$. The final wave is $N\phi$ with $\phi\to r^{l'+1}$ and $l'=l\pm1$. The cross section (3) contains the dipole integrals $D_\pm$, which are the finite sums (13) of the integrals $J_m$. These follow from $J_0$ in (11) by the recursion (12).

### The order of each integral

At large $k$ the recursion gives $J_1$ and $J_2$ of order $k^{-2}J_0$, then $J_3$ and $J_4$ of order $k^{-4}J_0$. In general $J_{2p-1}$ and $J_{2p}$ are of order $k^{-2p}J_0$: the step to $J_{2p}$ is led by $k^{-2}J_{2p-2}$, and the step to $J_{2p+1}$ takes contributions of equal order from $J_{2p}$ and $J_{2p-1}$. Hence the leading term of $D_+$ needs $J_1$ and $J_2$, and that of $D_-$ needs $J_3$ and $J_4$. In both cases $c_0$ and $c_1$ suffice. The states with $n=l+1$ have no polynomial beyond $c_0$, but for them $c_1=0$, so the same formulas apply.

### The upper channel

For $l'=l+1$, equation (12) with $m=0$ and $m=1$ gives, to leading order,

$$J_1=\frac{2(l+2)\lambda-2Z}{k^2}J_0,\qquad J_2=-\frac{2(l+2)}{k^2}J_0 .$$

The sum is

$$J_1+c_1J_2=\frac{J_0}{k^2}\left[2(l+2)\lambda-2Z-2(l+2)\lambda+\frac{2(l+2)Z}{l+1}\right]=\frac{2Z}{(l+1)k^2}J_0 . \tag{14}$$

The terms with $\lambda$, which carry the binding energy, cancel. What remains is proportional to $Z$. It has one part from the cusp of the bound state and one, of opposite sign, from the Coulomb force on the outgoing electron.

### The lower channel

For $l'=l-1$ with $l\ge1$, the first two steps give

$$J_1=\frac{2l\lambda-2Z}{k^2}J_0,\qquad J_2=-\frac{2l}{k^2}J_0 .$$

The step with $m=2$ has the coefficients $2(l+2)\lambda-2Z$ and $2(2l+1)$:

$$J_3=\frac{J_0}{k^4}\left\{-2l[2(l+2)\lambda-2Z]-2(2l+1)[2l\lambda-2Z]\right\}.$$

The terms in $\lambda$ add to $-4l(l+2)-4l(2l+1)=-12l(l+1)$. Those in $Z$ add to $4l+4(2l+1)=12l+4$. The step with $m=3$ is led by $-6(l+1)J_2/k^2$, and so

$$J_3=\frac{J_0}{k^4}\left[-12l(l+1)\lambda+(12l+4)Z\right],\qquad J_4=\frac{12l(l+1)}{k^4}J_0 .$$

With $c_1J_4=[12l(l+1)\lambda-12lZ]J_0/k^4$, the sum is

$$J_3+c_1J_4=\frac{4Z}{k^4}J_0 . \tag{15}$$

Again the binding energy drops out.

### The exponent and the coefficient

At large $k$ the product in (9) tends to $(l'!)^2$ and the factor before it to 1. With $J_0\to(2l'+1)!\,k^{-2l'-2}$,

$$NJ_0\to\sqrt{\frac{2}{\pi k}}\;2^{l'}\,l'!\;k^{-l'-1}. \tag{16}$$

Combine this with (14) for $l'=l+1$, and with (15) for $l'=l-1$:

$$D_+\to2^{l+2}\,l!\;ZA\sqrt{\frac2\pi}\;k^{-l-9/2},\qquad D_-\to2^{l+1}(l-1)!\;ZA\sqrt{\frac2\pi}\;k^{-l-9/2}. \tag{17}$$

Both channels fall with the same power, and $D_-/D_+\to1/(2l)$. By (3) their cross sections stand in the ratio

$$\frac{\sigma_{l-1}}{\sigma_{l+1}}\to\frac{l}{l+1}\,\frac1{4l^2}=\frac1{4l(l+1)} .$$

For 2p the limit is 1/8. At 1000 eV the calculated ratio is 0.1237, already close to it.

The bracket in (3) becomes $D_+^2$ times $(l+1)+1/(4l)=(2l+1)^2/(4l)$ for $l\ge1$. For $l=0$ it is $D_+^2$. Define $g_l=(2l+1)/(4l)$ for $l\ge1$ and $g_0=1$. Then

$$\sigma_{nl}\to\frac{4\pi^2\alpha\,\omega}{3}\,g_l\,2^{2l+4}(l!)^2Z^2A^2\,\frac2\pi\,k^{-2l-9}.$$

With $k^2\to2\omega$, the last factor is $2^{-l-9/2}\omega^{-l-9/2}$. One power of $\omega$ is returned by the prefactor, and

$$\sigma_{nl}\to C_{nl}\,\omega^{-(l+7/2)},\qquad C_{nl}=\frac{8\pi\alpha}{3}\,Z^2A^2\,2^{l-1/2}(l!)^2g_l . \tag{18}$$

This is the law. For 1s with $Z=1$, $A^2=4$ and $C=0.1729$ atomic units.

The limiting power law and its coefficient now follow from the dipole integrals, with both channels falling at the same rate. What remains is to explain why the power depends on $l$, to derive the factor $S(\eta)$ behind the slow approach, and to examine how far the law can be used.
